Interface-trap energies probed by the conductance method at 77 K

**Problem**

A metal-oxide-silicon capacitor on n-type silicon is held at 77 K and its conductance is measured from 1 kHz to 1 MHz. The interface traps exchange electrons with the conduction band and have a capture cross section of 10⁻¹⁵ cm². A proposed estimate is that the measurement probes traps about 0.05 to 0.10 eV below the conduction band.

(a) Derive the relation between measuring frequency and probed energy, and judge the estimate.

(b) How sharply is the energy defined, and how does the range change with cross section and temperature?

(c) Does the capacitor remain in depletion over this range, and which neglected effect matters most?

**Solution**

**Conventions.** The algebra uses atomic units, so the elementary charge, the electron mass and ħ are 1. The thermal energy is θ = k_B T. Trap depth Δ and Fermi-level depth Δ_F are positive distances below the conduction-band edge at the surface. The "probed energy" is the value of Δ_F at which the trap loss peaks. It marks the centre of a group of traps, whose width is found below.

The model assumes non-degenerate electrons, a small alternating signal, a laterally uniform surface, and a trap density and cross section that are constant over a few θ. Any degeneracy factor of the trap is absorbed in its effective level.

**1. Capture and emission**

Let f be the probability that a trap is filled, n the electron density at the surface, σ the cross section and v the mean thermal speed. An empty trap captures at the rate σvn, and a filled one emits at a rate e:

df/dt = σvn(1 − f) − ef.

In equilibrium df/dt = 0, so

e = σvn₀(1 − f₀)/f₀.

Here n₀ = N_c exp(−Δ_F/θ), where N_c is the effective density of states. Fermi statistics give

(1 − f₀)/f₀ = exp[(Δ_F − Δ)/θ].

The Fermi level cancels in the product, leaving

e = ν₀ exp(−Δ/θ), ν₀ = σvN_c.

Deep traps emit slowly because the electron must gain the energy Δ from the lattice.

**2. The rate ν₀ for silicon**

Silicon has six equivalent valleys, each with one longitudinal mass m_l and two transverse masses m_t. With two spin states, the Boltzmann sum over all valleys is

N_c = 12 ∫ d³k/(2π)³ exp[−(k_x² + k_y²)/(2m_tθ) − k_z²/(2m_lθ)].

Each Gaussian integral gives √(2πmθ) with its own mass. Therefore

N_c = 12 (2πθ)^(3/2) (m_l m_t²)^(1/2)/(2π)³
= 12 [m_dθ/(2π)]^(3/2), m_d = (m_l m_t²)^(1/3).

For the mean speed, put u_i = k_i/√m_i. The vector u then has an isotropic Gaussian distribution, with probability proportional to u² exp(−u²/2θ) for its length, and

⟨u⟩ = ∫u³ exp(−u²/2θ)du / ∫u² exp(−u²/2θ)du
= 2θ²/[θ^(3/2)√(π/2)] = √(8θ/π).

The velocity components are u_i/√m_i. If c is the cosine of the angle between u and the valley axis, the speed is

|v| = u√[(1 − c²)/m_t + c²/m_l]
= (u/√m_t)√(1 − κ²c²), κ² = 1 − m_t/m_l.

All values of c from 0 to 1 are equally likely. Substituting κc = sin a gives

∫₀¹√(1 − κ²c²)dc = (1/κ)∫₀^arcsin(κ) cos²a da
= ½[√(1 − κ²) + arcsin(κ)/κ].

Hence

v = √[8θ/(πm_t)] × ½[√(1 − κ²) + arcsin(κ)/κ].

Since N_c varies as T^(3/2) and v as T^(1/2), ν₀ varies as T² when σ and the masses are fixed.

With m_l = 0.916 and m_t = 0.19, the values at 77 K are N_c = 3.560×10¹⁸ cm⁻³ and v = 1.056×10⁷ cm/s. Thus

ν₀ = 10⁻¹⁵ × 1.056×10⁷ × 3.560×10¹⁸
= 3.76×10¹⁰ s⁻¹.

**3. Response of one trap energy**

A small increase δψ in surface potential lowers the electron energy at the surface, so δn/n₀ = δψ/θ. The trap level moves with the band edge, so Δ and e do not change. For a signal proportional to exp(iωt), the linearized rate equation is

iωδf = σvn₀(1 − f₀)δψ/θ − (σvn₀ + e)δf.

Define τ = 1/(σvn₀). From the equilibrium condition,

σvn₀ + e = σvn₀[1 + (1 − f₀)/f₀] = 1/(τf₀).

Solving for δf and multiplying numerator and denominator by τf₀ gives

δf = f₀(1 − f₀)(δψ/θ)/(1 + iωτf₀).

The factor f₀(1 − f₀) selects traps near the Fermi level: full traps cannot accept electrons and empty ones have none to give. The denominator describes the delay, which produces the loss.

**4. Response of a continuous distribution**

Let D be the number of traps per unit area and energy. Their current is the time derivative of their charge, so the trap admittance is

Y = iωD ∫dE [f₀(1 − f₀)/θ]/(1 + iωτf₀).

Because df₀/dE = −f₀(1 − f₀)/θ, the energy integral becomes an integral over occupancy. Reversing its limits removes the minus sign:

Y = iωD ∫₀¹ df/(1 + iωτf)
= D ln(1 + iωτ)/τ.

The lower limit f = 0 extends the distribution above the band edge. The extra interval is 0 < f < exp(−Δ_F/θ), roughly 10⁻⁴ wide even at the 1 MHz edge found below, and is negligible here.

Write x = ωτ. Since ln(1 + ix) = ½ln(1 + x²) + i arctan x, the conductance G and capacitance C_t of the traps are

G/ω = D ln(1 + x²)/(2x),
C_t = D arctan(x)/x.

For x ≪ 1, G/ω ≈ Dx/2: the traps follow almost in phase and lose little energy per cycle. For x ≫ 1, G/ω ≈ D ln(x)/x: few electrons are exchanged before the signal reverses. The maximum lies between these limits.

**5. The loss peak**

Differentiation gives

d[ln(1 + x²)/(2x)]/dx = 1/(1 + x²) − ln(1 + x²)/(2x²).

Setting this to zero yields

ln(1 + x²) = 2x²/(1 + x²).

To see that there is one positive root, put u = x² and h(u) = ln(1 + u) − 2u/(1 + u). Then h(0) = 0 and h′(u) = (u − 1)/(1 + u)². The function first falls below zero and then rises without limit, so it crosses zero once for u > 0. The loss slope has the opposite sign to h, which makes this root a maximum. Numerically,

x_p = 1.9803, (G/ω)_max = 0.4024 D.

A single level gives a useful comparison. Its loss is proportional to ωτf₀/[1 + (ωτf₀)²] at fixed occupancy, so a frequency sweep peaks at ωτ = 1/f₀. A level at the Fermi energy has f₀ = ½ and peaks at ωτ = 2, close to the continuum value. The shortcut ωτ = 1 belongs to the limit of a nearly full level.

**6. From frequency to energy**

The definition of τ gives τ = exp(Δ_F/θ)/ν₀. Setting ωτ = x_p and taking the logarithm,

Δ_F = θ ln(x_pν₀/ω).

At 77 K, θ = 0.00664 eV. For 1 kHz, ω = 6.283×10³ s⁻¹ and

Δ_F = 0.00664 × ln(1.9803 × 3.760×10¹⁰/6.283×10³)
= 0.00664 × 16.29 = 0.108 eV.

For 1 MHz, ω is a thousand times larger:

Δ_F = 0.00664 × 9.38 = 0.062 eV.

In atomic units these edges are 0.00397 and 0.00229 hartree. The range is therefore about **0.06 to 0.11 eV**. The proposed 0.05 to 0.10 eV is about 0.01 eV too shallow at each end; it is acceptable as a rough estimate, since the difference is less than 2θ.

The width of the range is θ ln 1000 = 0.046 eV. At fixed temperature and constant σ it does not depend on the cross section. Higher frequency selects shallower levels because only a larger surface electron density can keep τ comparable with the signal period.

**7. How sharp is the probed energy?**

At the peak, the contribution per unit trap energy is proportional to

f₀²(1 − f₀)/(1 + x_p²f₀²).

Far above the Fermi level this falls as f₀², and far below it falls more slowly, as 1 − f₀. The contributing group is therefore weighted towards deeper traps. Its mean lies 0.0024 eV below the Fermi level and its rms spread is 0.0097 eV, about 1.5θ. The mean trap depths are thus

0.1081 + 0.0024 ≈ 0.111 eV at 1 kHz,
0.0622 + 0.0024 ≈ 0.065 eV at 1 MHz.

The spread is about one fifth of the whole range. Quoting the edges to better than 0.01 eV as trap energies would claim more resolution than the method has under these conditions.

**8. Cross section and temperature**

A tenfold change in σ shifts both edges by θ ln 10 = 0.0153 eV. A larger cross section makes exchange faster, so a deeper Fermi level is needed to restore the same τ. To centre the range at 0.075 eV, σ would have to be about 2.2×10⁻¹⁶ cm².

The table gives Δ_F. Rows 2 to 4 each change one item of row 1. The last row changes the temperature and keeps σ and the masses fixed.

| Case | 1 kHz (eV) | 1 MHz (eV) |
|---|---:|---:|
| 77 K, σ = 10⁻¹⁵ cm² | 0.108 | 0.062 |
| Shortcut ωτ = 1 | 0.104 | 0.058 |
| σ = 10⁻¹⁶ cm² | 0.093 | 0.047 |
| σ = 10⁻¹⁴ cm² | 0.123 | 0.078 |
| 300 K | 0.491 | 0.313 |

Cooling brings the range towards the band edge mainly through the factor θ; the T² dependence of ν₀ adds a smaller change through the logarithm. Near 77 K, differentiation gives

dΔ_F/dT = (Δ_F + 2θ)/T.

At the 1 kHz edge this is (0.1081 + 0.0133)/77 = 0.0016 eV per kelvin. A sample 1 K warmer than its sensor reads therefore shifts this edge by much less than the trap spread.

**9. Is the surface depleted?**

Take a phosphorus density of 10¹⁶ cm⁻³ and a donor depth of 0.045 eV. At 77 K some donors hold their electrons. With N_d the donor density, E_d the donor depth and Δ_b the bulk Fermi-level depth, charge neutrality with the twofold spin degeneracy of the neutral donor reads

N_d/{1 + 2 exp[(E_d − Δ_b)/θ]} = N_c exp(−Δ_b/θ).

Its solution is Δ_b = 0.0458 eV, with a bulk electron density n_b = 3.60×10¹⁵ cm⁻³. Only about 36% of the donors are ionized in this model. It leaves out the excited states of the phosphorus donor, which lie about 0.012 to 0.013 eV above its ground state. Including them would lower the ionized fraction to about 28%, deepen Δ_b to about 0.047 eV and reduce the flat-band frequency found below to about 9 MHz. The surface would still be depleted at both edges. The lower electron density would also raise the wafer resistance, and the 63% conductance error found in section 10 would become about 85%.

The band bending at the peak is Δ_F − Δ_b: 0.062 eV at 1 kHz and 0.0165 eV at 1 MHz. Both are positive, so the surface is depleted throughout, but only weakly at 1 MHz, where the bending is about 2.5θ.

The peak reaches flat band when n₀ = n_b, or

ω = x_pσvn_b
= 1.9803 × 10⁻¹⁵ × 1.056×10⁷ × 3.596×10¹⁵
= 7.5×10⁷ s⁻¹.

This corresponds to about 12 MHz. Above it, the peak no longer lies in depletion for this doping and cross section. The third table row shows the same limit approaching from another side: with σ = 10⁻¹⁶ cm², the 1 MHz edge is only about 0.001 eV deeper than the bulk Fermi level, a margin that the excited donor states would remove. Depletion is therefore not assured in that case.

**10. Series resistance**

The terminals see the traps through the oxide and the wafer. In this part the capacitances are per unit area in practical units, so D is multiplied by the elementary charge when expressed per eV.

Let C_ox be the oxide capacitance, C_d the depletion capacitance and C_p = C_d + C_t. Without wafer resistance, the terminal admittance is

Y₀ = iωC_ox(G + iωC_p)/[G + iω(C_ox + C_p)].

Multiplying by the complex conjugate of the denominator gives its real part:

G₀ = Gω²C_ox²/[G² + ω²(C_ox + C_p)²]
≈ G[C_ox/(C_ox + C_p)]²,

where G ≪ ω(C_ox + C_p). A resistance R in series changes Y₀ to Y₀/(1 + RY₀) ≈ Y₀ − RY₀². If C is the total terminal capacitance and G₀ ≪ ωC, the real part gains approximately ω²C²R.

For a 10 nm oxide, D = 10¹¹ eV⁻¹cm⁻², a wafer 0.050 cm thick and a mobility of 10⁴ cm²/Vs, the values at the 1 MHz edge are C_ox = 0.345 µF/cm², C_d = 0.264 µF/cm² and R = 0.00868 Ω cm². The traps add C_t ≈ 0.009 µF/cm², so C_p ≈ 0.273 µF/cm² and

C = C_oxC_p/(C_ox + C_p) ≈ 0.152 µF/cm².

The false loss and the transmitted trap loss, both divided by ω, are

ωC²R ≈ 1.27×10⁻⁹ F/cm²,
G₀/ω ≈ 2.01×10⁻⁹ F/cm².

Their ratio is 0.63, in agreement with the 63% increase from the full circuit in the numerical output. At the 1 kHz edge the increase is 0.015%. The derived Δ_F refers to the trap conductance after the oxide and series resistance have been removed. Without that correction, a frequency sweep at the fixed bias of the 1 MHz edge shows no peak near 1 MHz in the terminal loss divided by ω, because the false loss grows with frequency faster than the trap loss falls. For a uniform surface with these values, a bias sweep at 1 MHz still has a peak within 0.001 eV of the derived edge. That peak disappears if D is ten times smaller, or if the surface potential fluctuates as assumed in section 11, so the correction cannot be skipped in general. The 63% is an error in conductance at one bias and frequency; it does not convert directly into an energy error.

**11. Comparison with real capacitors**

The doping, oxide thickness and trap density are rough values for a silicon test capacitor. A well-annealed interface can have fewer traps, which makes the series-resistance correction relatively larger. The mobility is a round low-temperature value, and resistance at the back contact is left out. The least certain input for the energy scale is σ, which may vary with trap energy and temperature: a factor of ten moves the edges by 0.015 eV.

Real interfaces also break the assumption of uniform surface potential. For Gaussian fluctuations of 0.020 eV rms, the peak moves to ωτ = 2.54, with τ evaluated at the mean potential. This deepens the inferred mean Fermi level by 0.0016 eV and lowers the peak to 0.445 of its uniform height. The rms spread of the contributing trap depths grows only slightly, from 0.0097 to about 0.011 eV. At 1 MHz the assumed fluctuation exceeds the mean band bending, so parts of the surface are not depleted and a local depletion picture fails there.

If the trap density instead rises towards the band as exp(−Δ/0.050 eV), a frequency sweep at fixed bias gives a shift of 0.0010 eV. Fermi degeneracy changes the surface density by only 0.003% at the 1 MHz edge. Within this set of estimates, and once the series resistance has been removed as in section 10, the uncertain cross section, including its neglected variation with energy and temperature, matters most for the energy. For the size of the conductance near 1 MHz, series resistance and fluctuations both matter: on a uniform surface the resistance adds 63% to the terminal loss, while the assumed fluctuations lower the trap peak by roughly a factor of two. When both are present, their effects partly cancel in the uncorrected terminal loss at the 1 MHz edge. With C_d held at its mean-potential value, that loss is about 7% above the ideal uniform value. It is 13 to 18% above when the variation of C_d across the surface is included, and about 30 to 45% above when the excited donor states of section 9 are added as well. In all these cases more than half of the loss comes from the wafer resistance, so a plausible-looking magnitude does not show that the correction is small. The oxide also reduces the terminal loss, but the circuit formula of section 10 already accounts for this.

Numbers as computed

```
Temperature: 77 K
Thermal energy: 0.00664 eV
Cross section: 1.0e-15 cm2
Masses, longitudinal and transverse: 0.916, 0.19 m_e
Nc at 77 K: 3.560e+18 cm-3
Mean thermal speed at 77 K: 1.056e+07 cm/s
nu0 at 77 K: 3.760e+10 1/s
omega*tau at peak, flat density: 1.9803
omega*tau at peak, half-filled level: 2.0000
Peak G/omega over trap density: 0.4024
Angular frequency at 1e+03 Hz: 6.2832e+03 1/s
  probed depth: 0.1081 eV = 0.003972 hartree
  with omega*tau = 1: 0.1035 eV
  at 300 K: 0.4914 eV
Angular frequency at 1e+06 Hz: 6.2832e+06 1/s
  probed depth: 0.0622 eV = 0.002287 hartree
  with omega*tau = 1: 0.0577 eV
  at 300 K: 0.3128 eV
Window width at 77 K: 0.0458 eV
Mean contributing trap below Fermi level: 0.0024 eV
Rms spread of contributing traps: 0.0097 eV
Shift per decade of cross section: 0.0153 eV
Cross section centring window at 0.075 eV: 2.16e-16 cm2
Doping: 1.0e+16 cm-3; donor depth: 0.045 eV
Bulk electron density at 77 K: 3.596e+15 cm-3
Bulk Fermi-level depth: 0.0458 eV
Oxide: 10 nm; capacitance: 0.3453 uF/cm2
Trap density: 1.0e+11 1/(eV cm2)
Wafer: 0.050 cm; mobility: 1.0e+04 cm2/Vs
Series resistance: 0.00868 ohm cm2
At 1e+03 Hz: band bending 0.0623 eV
  surface field: 0.01282 MV/cm
  depletion capacitance: 0.1250 uF/cm2
  loss change from series resistance: 0.015 %
At 1e+06 Hz: band bending 0.0165 eV
  surface field: 0.00510 MV/cm
  depletion capacitance: 0.2639 uF/cm2
  loss change from series resistance: 62.941 %
Degeneracy change of density at 1 MHz edge: -0.00298 %
Rms band-bending fluctuation: 0.020 eV
  omega*tau at peak: 2.536
  shift of mean depth: +0.0016 eV
  peak height relative to uniform: 0.445
Trap-density tail energy: 0.050 eV
  shift of depth: +0.0010 eV
Shift of 1 kHz edge for +1 K: +0.0016 eV
Free-electron rms speed: 5.917e+06 cm/s
  shift if used: -0.0038 eV
```
